# Why a Low Kohn-Sham Conduction Edge Spills Charge at a Contact

A semiconductor slab is placed between two metal contacts in a Kohn-Sham calculation, and the barrier for electrons is to be read from the conduction edge in the middle of the slab. The approximate functional gives too small a gap. Suppose that, before charge is exchanged with the slab interior, the conduction edge lies below the metal Fermi level, while the true edge lies above it. If the slab is thick enough, the self-consistent calculation then puts electrons into it, and the mid-slab edge ends up close to the Fermi level. Why does this happen, and why can't the gap error be added back afterwards?

Throughout, the Fermi level $E_F$ is the zero of energy. The unperturbed Kohn-Sham conduction edge is at $-\Delta$, with $\Delta>0$, and the true edge is taken to lie a rigid amount $\delta$ higher. The true barrier is therefore $\delta-\Delta$. The spill is spurious if $\delta>\Delta$. If $\delta<\Delta$, the true edge is also below $E_F$ and accumulation of electrons is real, though its amount may still be wrong.

## A tail is not a filled band

Even at a sound contact the electron count changes in the first few cells of the semiconductor, where metal states have evanescent tails. A chain with alternating site energies $c+h$ and $c-h$ and hopping $t$ separates this effect from the spill. For amplitudes $a,b$ in a cell and Bloch phase $k$ per cell,

$$(E-c-h)a=t(1+e^{-ik})b,\qquad (E-c+h)b=t(1+e^{ik})a .$$

Eliminating $b$ gives

$$(E-c)^2=h^2+4t^2\cos^2(k/2).$$

The band edges $c\pm h$ occur at $k=\pi$, so the gap is $2h$. Write $k=\pi+q$, which turns $\cos^2(k/2)$ into $\sin^2(q/2)$.

If $E_F$ is in the gap, $q=i\kappa$ is imaginary and

$$4t^2\sinh^2(\kappa/2)=h^2-(E_F-c)^2 .$$

The weight of a metal state at $E_F$ falls as $e^{-2\kappa j}$ with cell number $j$. If $E_F$ is in the conduction band, $q$ is real and states with $|q|<q_F$ are filled, where

$$4t^2\sin^2(q_F/2)=(E_F-c)^2-h^2 .$$

With two spins, the excess is $2\times 2q_F/(2\pi)=2q_F/\pi$ electrons per cell, throughout the interior.

Take $t=1$ eV and hold the valence edge at $-0.6$ eV. A gap of 0.4 eV gives $h=0.2$ eV, $c=-0.4$ eV and a conduction edge at $-0.2$ eV. Then $\sin(q_F/2)=\sqrt{0.16-0.04}/2=0.173$, so $q_F=0.348$ and the predicted excess is 0.222 electrons per cell. Diagonalizing a 200-cell semiconductor between metal chains gives the same value to three digits in its interior.

Opening the gap to 1.2 eV moves the conduction edge to $+0.6$ eV, with $h=0.6$ eV and $c=0$. The first cell still has an excess of 0.046 electrons, and the last cell, which meets its metal with the lower site instead of the higher one, has an equal deficit. The interior excess vanishes to rounding error. The tail weight at $E_F$ decays at 1.182 per cell, against $2\kappa=1.183$. The contacts and the valence edge are the same in both cases. What fills the interior is the conduction edge crossing $E_F$, not the mere presence of a metal.

A small gap thus leaves the interior neutral while its conduction edge stays above $E_F$ by many thermal energies and the slab is thick compared with $1/\kappa$. It is not harmless at the contact: $\kappa$ shrinks as the edge approaches $E_F$, so the tails lengthen and the charge they carry changes. Nor does the argument condemn the exact Kohn-Sham potential, whose gap may be smaller than the quasiparticle gap. That potential must reproduce the true density. In a wide, undoped slab with a neutral interior it cannot leave a uniform conduction edge below $E_F$, since the counting above would then add electrons that the true density lacks. The fault lies in the approximate functional.

## How the spilled charge bends the edge

The chain calculation held the potential fixed. To find the self-consistent response, consider a slab $0<z<L$ with one isotropic parabolic valley of mass $m$, constant relative permittivity $\varepsilon$ and no doping. Algebra is in atomic units. Let $V(z)$ be the conduction edge, regarded as an electron potential energy, and let $u=-V$.

In the Thomas-Fermi approximation at zero temperature, states are filled locally up to $k_F=\sqrt{2mu}$. With two spins,

$$n=\frac{2}{(2\pi)^3}\frac{4\pi k_F^3}{3}=\frac{(2mu)^{3/2}}{3\pi^2}.$$

The electrostatic potential $\phi$ obeys $\phi''=-4\pi\rho/\varepsilon$. The electrons have charge density $\rho=-n$, and their potential energy changes as $-\phi$. Hence $V''=-4\pi n/\varepsilon$, or

$$u''=K u^{3/2},\qquad K=\frac{4(2m)^{3/2}}{3\pi\varepsilon}.$$

The interface dipole is assumed fixed, so $u(0)=u(L)=\Delta$. By symmetry $u'(L/2)=0$. Since $u''>0$, $u$ is smallest in the middle: the edge bends upward towards $E_F$.

Multiply the equation by $u'$. Both sides are then derivatives, of $u'^2/2$ and of $(2K/5)u^{5/2}$. Integrating from the middle, where $u=u_m$ and $u'=0$, gives

$$u'^2=\frac{4K}{5}\left(u^{5/2}-u_m^{5/2}\right).$$

On the left half $u'$ is negative. Separating variables fixes $u_m$:

$$\frac L2=\int_{u_m}^{\Delta}\frac{du}{\sqrt{(4K/5)(u^{5/2}-u_m^{5/2})}} .$$

The number of spilled electrons per unit area belonging to one contact follows from Poisson's equation:

$$\sigma=\int_0^{L/2}n\,dz=\frac{\varepsilon}{4\pi}\int_0^{L/2}u''\,dz=\frac{\varepsilon}{4\pi}|u'(0)| .$$

For a thick slab, $u_m\to0$ and $u'=-\sqrt{4K/5}\,u^{5/4}$. Therefore

$$\frac{d}{dz}u^{-1/4}=-\frac14u^{-5/4}u'=\sqrt{\frac K{20}},$$

and integration from the contact gives

$$u=\Delta\left(1+\frac z{z_0}\right)^{-4},\qquad z_0=\sqrt{\frac{20}{K}}\,\Delta^{-1/4}.$$

For $z\gg z_0$ this becomes $u\simeq(20/K)^2/z^4$, from which $\Delta$ has disappeared. In this model the edge far inside records how the spilled gas screens, and no longer records the original lineup. The power law itself has a limited range. The local approximation needs $d(1/k_F)/dz=2(z+z_0)/[\sqrt{2m}\,(20/K)]$ to be small, and temperature matters once $u$ is comparable with the thermal energy. For the parameters used below, the first quantity reaches 1 near $z=90$ angstrom, where $u$ is still only about a quarter of the $\Delta$-free form, and $u$ falls to 0.01 eV near 47 angstrom. The $\Delta$-free limit then shows a trend, a weak dependence on $\Delta$, rather than a regime that is actually reached.

## The error is a dipole step

The same conclusion can be stated without the Thomas-Fermi density, as long as the edge moves only by the electrostatic potential of the spilled charge; the change of the exchange-correlation potential caused by that charge is neglected here. For any spilled density symmetric about the middle, integrate by parts:

$$\frac{4\pi}{\varepsilon}\int_0^{L/2}zn\,dz=\int_0^{L/2}zu''\,dz=\left[zu'\right]_0^{L/2}-\int_0^{L/2}u'\,dz .$$

The bracket vanishes, at the contact because $z=0$ and in the middle because $u'=0$. The remaining integral gives

$$V_{\rm mid}+\Delta=\frac{4\pi}{\varepsilon}\int_0^{L/2}zn\,dz .$$

The edge has moved from $-\Delta$ to $V_{\rm mid}$ by the potential step of the spilled electrons and their countercharge at the contact.

Now add $\delta$ after self-consistency. The reported barrier is $\delta+V_{\rm mid}$, whereas the true one is $\delta-\Delta$. The overestimate is $\Delta+V_{\rm mid}$, precisely the step just found. The correction moves the band edge but leaves in place the electrostatic potential of electrons that should not be there.

Starting from the valence edge does not avoid this. Let the Kohn-Sham gap be $G$, and suppose the true gap is $G+\delta$ with the valence edge correctly placed before the spill. The potential step moves both bands, so the mid-slab hole barrier is read as $G-V_{\rm mid}$ instead of $G+\Delta$. Subtracting it from the true gap again gives $\delta+V_{\rm mid}$.

## Numbers for a finite slab

Take $m=0.5$, $\varepsilon=10$, $\Delta=0.3$ eV $=0.01102$ hartree and $\delta=0.8$ eV. These are round model parameters. Since $2m=1$, $K=4/(30\pi)=0.0424$, and $z_0$ is 35 angstrom. Slabs of a few tens of angstrom are therefore not in the thick limit, and the finite-slab integral is needed.

For $L=80$ angstrom it gives $V_{\rm mid}=-0.024$ eV. A direct solution of the boundary-value problem agrees, and its charge distribution produces a step of 0.276 eV, as required by $0.300-0.024$. If the edge had stayed flat, the density of $2.64\times10^{-4}$ electrons per cubic angstrom would have put 0.0211 electrons per square angstrom into the slab. Self-consistency reduces this to 0.0037, but does not remove it.

Doubling $\Delta$ to 0.6 eV moves the mid-slab edge only to $-0.033$ eV. A change of 0.3 eV in the lineup thus appears as a change of about 0.009 eV in the reading. A mid-slab edge near $E_F$ is poor evidence about the original lineup.

## What confinement changes

A thin slab has discrete subbands. As a limiting case, close it with hard walls, so that the wavefunctions vanish at the contacts. In a flat potential the lowest level is $-\Delta+\pi^2/(2mL^2)$. It reaches $E_F$ at

$$L^*=\frac{\pi}{\sqrt{2m\Delta}},$$

which is 15.8 angstrom here. At $0.9L^*$ the level lies $\Delta(1/0.81-1)=0.07$ eV above $E_F$, seven times the thermal energy of 0.01 eV used in this calculation. The charge is then less than a thousandth of that at $1.1L^*$. A thin slab can therefore hide a misplaced edge that a thicker one exposes. Coupling to a real metal broadens the levels and softens this onset, so $L^*$ is not a safety limit.

Above the onset, each subband of energy $E_i$ has the two-dimensional density of states $m/\pi$, including spin. Integrating it with the Fermi function at thermal energy $T$ gives

$$n(z)=\sum_i|\psi_i(z)|^2\,\frac{mT}{\pi}\ln\left(1+e^{-E_i/T}\right).$$

This density and Poisson's equation are solved together, with the same edge values at the contacts. The charges in the table are totals for the slab, in $10^{-3}$ electrons per square angstrom.

| $L$ (angstrom) | $V_{\rm mid}$, Thomas-Fermi (eV) | $V_{\rm mid}$, subbands (eV) | Charge, Thomas-Fermi | Charge, subbands |
|---|---|---|---|---|
| 20 | −0.175 | −0.230 | 3.22 | 1.11 |
| 40 | −0.082 | −0.094 | 3.67 | 1.73 |
| 80 | −0.024 | −0.018 | 3.74 | 1.85 |

Over this range both descriptions show the edge approaching $E_F$ as the slab thickens. The Thomas-Fermi columns are for zero temperature, so part of the small difference between the two edges at 80 angstrom is thermal. In thicker slabs, thermally excited electrons lift the edge past $E_F$. Once the middle is non-degenerate its density goes as $e^{-V_{\rm mid}/T}$, while Poisson's equation allows a density of order $\varepsilon T/L^2$, so $V_{\rm mid}$ keeps growing as $2T\ln L$. At 80 angstrom the subband model has half the charge, yet its edge has moved slightly further. The dipole identity explains this. The step is proportional to charge times mean distance from the nearer contact, and the two steps are nearly equal, 0.282 and 0.276 eV. The subband charge must therefore lie about twice as far from the contacts on average. This fits the hard walls, which exclude electrons from the region next to the metal.

With $\delta$ added after this subband calculation, the barrier is $0.800-0.018=0.782$ eV. With the edge raised before self-consistency, the slab stays empty to numerical accuracy and the barrier is $0.800-0.300=0.500$ eV. The order of the two operations changes the answer by 0.282 eV, more than half of the true barrier in this model.

## When the interface also responds

A real interface dipole need not stay fixed. Represent its response by an effective length $\lambda\ge0$, so that $u(0)=\Delta-4\pi\lambda\sigma$. Part of the potential step then falls at the interface, and less charge enters the slab. The spill cannot vanish in the zero-temperature Thomas-Fermi model: $\sigma=0$ would restore $u(0)=\Delta>0$, and a positive $u$ implies electrons. The overestimate is still $\Delta+V_{\rm mid}$, but the spilled charge inside the slab no longer accounts for all of it. Subtracting the slab dipole alone would then be an incomplete repair.

The signs to look for follow from the mechanism: occupied conduction states in the middle of the slab, beyond the evanescent tails; an edge that curves where an undoped, neutral interior should be flat; and a mid-slab edge that rises with thickness towards $E_F$, or, in thick slabs, past it. When they appear and the true edge is expected above $E_F$, the conduction edge has to be corrected within the self-consistent calculation, or by a functional that places it above $E_F$ from the start. A rigid shift is the simplest such correction; in a real material the correction may also alter the valence edge and the interface dipole, and the barrier must then be recomputed with those changes included. The numerical output below gives the values to more digits.

## Calculated quantities

```
LATTICE CONTACT
hopping: 1.00 eV; valence edge: -0.60 eV
semiconductor cells: 200; metal sites per side: 400
thermal energy in lattice and subband models: 0.010 eV
small gap: 0.40 eV; edge: -0.20 eV
corrected gap: 1.20 eV; edge: 0.60 eV
small-gap Fermi wave number q_F: 0.34817 rad/cell
small-gap interior excess: 0.22156 electrons/cell
predicted interior excess: 0.22165 electrons/cell
corrected-gap largest interior excess: 3.55e-15 e/cell
corrected-gap first-cell excess: 0.04610 e/cell
measured tail decay: 1.18216 per cell
predicted tail decay 2 kappa: 1.18269 per cell
CONTINUUM SLAB
effective mass: 0.50 electron masses
relative permittivity: 10.0 (dimensionless)
Delta: 0.300 eV = 0.011025 hartree
K: 0.042441 atomic units
z_0: 35.451 angstrom
unscreened density: 2.6383e-04 electrons/angstrom^3
80 angstrom, direct TF mid edge: -0.02403 eV
80 angstrom, first-integral mid edge: -0.02403 eV
TF charge per contact, direct: 1.86894e-03 e/A^2
TF charge per contact, formula: 1.86894e-03 e/A^2
potential step from spilled charge: 0.27597 eV
800 angstrom slab, u at 20 angstrom: 0.05012 eV
power-law u at 20 angstrom: 0.05012 eV
TF mid edge for doubled Delta: -0.03279 eV
change of u_mid / change of Delta: 0.02921 (dimensionless)
THICKNESS: TF edge, subband edge (eV); total charges (e/angstrom^2)
20 angstrom: -0.17516, -0.22957; 3.2173e-03, 1.1132e-03
40 angstrom: -0.08201, -0.09412; 3.6675e-03, 1.7327e-03
80 angstrom: -0.02403, -0.01809; 3.7379e-03, 1.8466e-03
hard-wall onset thickness: 15.833 angstrom
charge at 0.9 onset: 1.842e-07 e/angstrom^2
charge at 1.1 onset: 5.616e-04 e/angstrom^2
80 angstrom subband grid change: 0.000022 eV
CORRECTION ORDER, 80 ANGSTROM SUBBAND MODEL
rigid edge correction delta: 0.800 eV
barrier, corrected before self-consistency: 0.50000 eV
remaining charge: 1.281e-26 e/angstrom^2
barrier, corrected afterwards: 0.78191 eV
overestimate: 0.28191 eV
```
